# Euler's Constant in the Effective Stress-Free Temperature of a Cooled Film: a program that tests the result

```python
"""
Result under test: a film with linear Arrhenius stress relaxation, cooled at a
constant rate r, freezes onto the elastic line
    stress = M * m * (T_eff - T),   T_eff = T_f - gamma * theta + O(eps * theta),
where theta = k T_f^2 / Q, eps = k T_f / Q, gamma = Euler's constant, and T_f
is defined by tau(T_f) = theta / r.
M: biaxial modulus; m: film minus substrate thermal expansion coefficient;
Q: activation energy; tau: stress relaxation time; T: temperature.
Reduced variables: x = (T - T_f)/theta, s = stress/(M m theta).
Example units: K, s, MPa, eV. Tension is positive.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1, expn

gamma = np.euler_gamma
k_ev = constants.k / constants.e


def reduced_cooling(eps, points, time_factor=1.0):
    """Solve ds/dx = -1 + s*tau_f/tau downward from a stress-free start."""
    def slope(x, s):
        return -1.0 + s * np.exp(x / (1.0 + eps * x)) / time_factor
    sol = solve_ivp(slope, (5.0, points[-1]), [0.0], method="LSODA",
                    t_eval=points, rtol=1e-11, atol=1e-12)
    assert sol.success
    return sol.y[0]


# ---- limiting rate law: whole stress curve and Euler's constant ----
x_points = np.array([2.0, 0.0, -2.0, -5.0, -25.0])
s_limit = reduced_cooling(0.0, x_points)
z_points = np.exp(x_points)
assert np.allclose(s_limit, np.exp(z_points) * exp1(z_points),
                   rtol=1e-6, atol=1e-7)
offset_limit = s_limit[-1] + x_points[-1]
assert abs(offset_limit + gamma) < 1e-6
z5 = z_points[3]
excess = s_limit[3] - (-gamma - x_points[3])
assert abs(excess - z5 * (1 - gamma - np.log(z5))) < 4 * z5**2
s_hot = reduced_cooling(0.0, np.array([4.0]))[0]
assert abs(s_hot * np.exp(4.0) - 1) < 0.03  # next term is of order exp(-4)

# A different definition of the freezing temperature changes the constant.
offset_two = reduced_cooling(0.0, np.array([-25.0]), 2.0)[0] - 25.0
assert abs(offset_two - (-gamma + np.log(2.0))) < 1e-6

# ---- averages of ln F over exp(-F), and the first correction ----
def log_average(power):
    return quad(lambda y: y**power * np.exp(y - np.exp(y)), -45, 6,
                epsabs=1e-12, limit=300)[0]


assert abs(log_average(1) + gamma) < 1e-9
assert abs(log_average(2) - gamma**2 - np.pi**2 / 6) < 1e-9
first_coef = gamma**2 + np.pi**2 / 6 + 2 * gamma + 2
ratios = [25, 50, 100, 200, 400]
offsets = [reduced_cooling(1 / q, np.array([-22.0]))[0] - 22.0
           for q in ratios]
remainders = [o + gamma - first_coef / q for o, q in zip(offsets, ratios)]
remainder_ratio = remainders[3] / remainders[4]
assert 3.7 < remainder_ratio < 4.3  # quadratic remainder
next_coef = remainders[4] * ratios[4]**2

# ---- stretched response exp(-F^beta), limiting rate law ----
beta = 0.7
stretched_offset = quad(lambda x: np.exp(-np.exp(beta * x)), -40, 8,
                        epsabs=1e-11, limit=300)[0] - 40
assert abs(stretched_offset + gamma / beta) < 1e-7

# ---- example: rough values for thermal silica on silicon ----
Q = 5.0                    # eV
young, poisson = 72e3, 0.17  # MPa, 1
M = young / (1 - poisson)
eta_ref, T_ref = 1e8, 1273.0  # MPa s, K
alpha_film, alpha_sub = 0.5e-6, 3.5e-6  # 1/K, means over the cooling range
m = alpha_film - alpha_sub
rate = 1 / 60              # K/s
T_start, T_end = 1423.0, 300.0

# Relaxation time of an isotropic Maxwell film at fixed in-plane strain.
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
shear = young / (2 * (1 + poisson))


def film_stress(total, viscous):
    elastic = np.array([total, total, 0.0]) - viscous
    elastic[2] = -lame * (elastic[0] + elastic[1]) / (lame + 2 * shear)
    return lame * elastic.sum() + 2 * shear * elastic


stress_0 = film_stress(1e-3, np.zeros(3))
flow = (stress_0 - stress_0.mean()) / (2 * eta_ref)
stress_1 = film_stress(1e-3, flow * 1.0)  # one second of flow
decay_rate = (stress_0[0] - stress_1[0]) / stress_0[0]
tau_ref = 6 * eta_ref / M
assert abs(decay_rate * tau_ref - 1) < 1e-7


def tau(T):
    return tau_ref * np.exp(Q / k_ev * (1 / T - 1 / T_ref))


def freezing_temperature(r):
    return brentq(lambda T: np.log(tau(T) * Q * r / (k_ev * T**2)),
                  700, 2500, xtol=1e-10)


T_f = freezing_temperature(rate)
theta = k_ev * T_f**2 / Q
eps = k_ev * T_f / Q
h = 1e-3
rate_slope = (freezing_temperature(rate * np.exp(h))
              - freezing_temperature(rate * np.exp(-h))) / (2 * h)
assert abs(rate_slope / (theta / (1 + 2 * eps)) - 1) < 1e-5


def cool(mismatch=lambda T: m, flow_volume=0.0):
    """Stress in MPa at T_f and T_end; flow_volume in m^3."""
    def slope(T, stress):
        a = abs(stress[0]) * 1e6 * flow_volume / (4 * constants.k * T)
        faster = np.sinh(a) / a if a > 1e-6 else 1.0
        return [-M * mismatch(T) + stress[0] * faster / (rate * tau(T))]
    sol = solve_ivp(slope, (T_start, T_end), [0.0], method="LSODA",
                    t_eval=[T_f, T_end], rtol=1e-10, atol=1e-10)
    assert sol.success
    return sol.y[0]


stress_f, stress_end = cool()
T_eff = T_end + stress_end / (M * m)
T_lead = T_f - gamma * theta
T_second = T_lead + first_coef * eps * theta
assert abs(T_eff - T_second) < 1.2 * abs(next_coef) * eps**2 * theta
assert abs(T_eff - T_second) < abs(T_eff - T_lead)

# Accumulated relaxation F(T), checked by quadrature.
tau_zero = tau_ref * np.exp(-Q / (k_ev * T_ref))


def accumulated(T):
    return T * expn(2, Q / (k_ev * T)) / (rate * tau_zero)


F_start = accumulated(T_start)
F_quad = quad(lambda T: 1 / (rate * tau(T)), T_end, T_start,
              points=[1000, 1200, 1350], limit=300)[0]
assert abs(F_quad / F_start - 1) < 1e-7


def frozen_temperature(power):
    return T_end + quad(lambda T: np.exp(-accumulated(T)**power),
                        T_end, T_start, points=[1000, 1200, 1350],
                        epsabs=1e-8, limit=300)[0]


assert abs(frozen_temperature(1.0) - T_eff) < 1e-3

# ---- neglected effects ----
flow_volume = 0.3e-27      # m^3, rough
nonlinear_shift = (cool(flow_volume=flow_volume)[1] - stress_end) / (M * m)
stretched_shift = frozen_temperature(beta) - T_eff

mismatch_slope = -1.8e-9   # 1/K^2, rough, about the mean at T_mid
T_mid = 800.0


def varying(T):
    return m + mismatch_slope * (T - T_mid)


stress_var = cool(mismatch=varying)[1]


def strain_gap(T):
    strain = quad(varying, T_end, T)[0]
    return (strain - stress_var / M) * 1e6


T_integrated = brentq(strain_gap, 1000, 1500)
T_straight = T_end + stress_var / (M * varying(T_end))
assert abs(T_integrated - T_eff) < 1.0

# Substrate stretching and bending from force and moment balance.
film_nm, wafer_nm, M_sub = 100.0, 7e5, 180e3
hf = film_nm / wafer_nm


def moments(low, high):
    return [(high**(n + 1) - low**(n + 1)) / (n + 1) for n in range(3)]


sub, film = moments(-0.5, 0.5), moments(0.5, 0.5 + hf)
total = [M_sub * a + M * b for a, b in zip(sub, film)]
stretch, bend = np.linalg.solve([[total[0], total[1]], [total[1], total[2]]],
                                [-M * film[0], -M * film[1]])
relief = -(stretch + 0.5 * bend)
assert abs(relief / (4 * M * hf / M_sub) - 1) < 0.01
growth_stress = 300.0      # MPa, rough size
growth_left = growth_stress * np.exp(-F_start)

# ---- output ----
print(f"Euler's constant: {gamma:.6f}")
print(f"Offset (T_eff-T_f)/theta, limiting ODE: {offset_limit:.6f}")
print(f"Reduced stress at T_f, limiting ODE: {s_limit[1]:.4f}")
print(f"Offset if tau = 2 theta/r defines T_f: {offset_two:.4f}")
print(f"First correction coefficient: {first_coef:.4f}")
for q, o in zip(ratios, offsets):
    print(f"Q/(k T_f) = {q}: full Arrhenius offset {o:.5f}")
print(f"Remainder ratio on halving eps: {remainder_ratio:.3f}")
print(f"Next coefficient, estimated: {next_coef:.1f}")
print(f"Stretched offset, beta = {beta}: {stretched_offset:.4f}")
print(f"Activation energy Q: {Q:.1f} eV")
print(f"Young's modulus: {young:.0f} MPa; Poisson ratio: {poisson}")
print(f"Biaxial modulus M: {M:.0f} MPa")
print(f"Viscosity at {T_ref:.0f} K: {eta_ref:.1e} MPa s")
print(f"Relaxation time at {T_ref:.0f} K: {tau_ref:.0f} s")
print(f"Film expansion coefficient: {alpha_film:.1e} 1/K")
print(f"Substrate expansion coefficient: {alpha_sub:.1e} 1/K")
print(f"Cooling rate: {rate:.5f} K/s")
print(f"Start and end temperature: {T_start:.0f}, {T_end:.0f} K")
print(f"T_f: {T_f:.2f} K")
print(f"theta: {theta:.2f} K; eps: {eps:.5f}")
print(f"Relaxation time at T_f: {tau(T_f):.0f} s")
print(f"dT_f/d ln(rate): {rate_slope:.2f} K")
print(f"Leading shift gamma*theta: {gamma * theta:.2f} K")
print(f"T_eff, leading law: {T_lead:.2f} K")
print(f"T_eff, with first correction: {T_second:.2f} K")
print(f"T_eff, full Arrhenius ODE: {T_eff:.2f} K")
print(f"T_f - T_eff, full ODE: {T_f - T_eff:.2f} K")
print(f"k(T_f - T_eff), full ODE: {k_ev * (T_f - T_eff):.6f} eV")
print(f"Stress at T_f: {stress_f:.2f} MPa")
print(f"Stress at end: {stress_end:.2f} MPa")
end_ev = stress_end * 1e6 / constants.e * 1e-30
print(f"Stress at end: {end_ev:.3e} eV/angstrom^3")
print(f"Accumulated relaxation F at start: {F_start:.1f}")
print(f"Flow volume assumed: {flow_volume * 1e27:.1f} nm^3")
print(f"T_eff change, stress-dependent flow: {nonlinear_shift:.4f} K")
print(f"T_eff change, stretched response: {stretched_shift:.2f} K")
print(f"Mismatch slope: {mismatch_slope:.1e} 1/K^2 about {T_mid:.0f} K")
print(f"Mismatch at end: {varying(T_end):.2e} 1/K")
print(f"End stress, varying mismatch: {stress_var:.2f} MPa")
print(f"T_eff change, integrated reading: {T_integrated - T_eff:.3f} K")
print(f"Zero of straight line from end slope: {T_straight:.0f} K")
print(f"Its error against T_eff: {T_straight - T_eff:.0f} K")
print(f"Film {film_nm:.0f} nm; wafer {wafer_nm:.0f} nm")
print(f"Substrate biaxial modulus: {M_sub:.0f} MPa")
print(f"Stress fraction lost to substrate: {relief:.2e}")
print(f"Growth stress assumed: {growth_stress:.0f} MPa")
print(f"Growth stress surviving: {growth_left:.1e} MPa")
print(f"log10(relaxation time/s) at end: {np.log10(tau(T_end)):.1f}")
print("success")
```

Printed output:

```
Euler's constant: 0.577216
Offset (T_eff-T_f)/theta, limiting ODE: -0.577216
Reduced stress at T_f, limiting ODE: 0.5963
Offset if tau = 2 theta/r defines T_f: 0.1159
First correction coefficient: 5.1325
Q/(k T_f) = 25: full Arrhenius offset -0.40872
Q/(k T_f) = 50: full Arrhenius offset -0.48483
Q/(k T_f) = 100: full Arrhenius offset -0.52862
Q/(k T_f) = 200: full Arrhenius offset -0.55226
Q/(k T_f) = 400: full Arrhenius offset -0.56456
Remainder ratio on halving eps: 3.934
Next coefficient, estimated: -28.6
Stretched offset, beta = 0.7: -0.8246
Activation energy Q: 5.0 eV
Young's modulus: 72000 MPa; Poisson ratio: 0.17
Biaxial modulus M: 86747 MPa
Viscosity at 1273 K: 1.0e+08 MPa s
Relaxation time at 1273 K: 6917 s
Film expansion coefficient: 5.0e-07 1/K
Substrate expansion coefficient: 3.5e-06 1/K
Cooling rate: 0.01667 K/s
Start and end temperature: 1423, 300 K
T_f: 1312.07 K
theta: 29.67 K; eps: 0.02261
Relaxation time at T_f: 1780 s
dT_f/d ln(rate): 28.39 K
Leading shift gamma*theta: 17.13 K
T_eff, leading law: 1294.94 K
T_eff, with first correction: 1298.39 K
T_eff, full Arrhenius ODE: 1298.00 K
T_f - T_eff, full ODE: 14.07 K
k(T_f - T_eff), full ODE: 0.001212 eV
Stress at T_f: -4.63 MPa
Stress at end: -259.72 MPa
Stress at end: -1.621e-03 eV/angstrom^3
Accumulated relaxation F at start: 35.3
Flow volume assumed: 0.3 nm^3
T_eff change, stress-dependent flow: -0.0174 K
T_eff change, stretched response: -5.91 K
Mismatch slope: -1.8e-09 1/K^2 about 800 K
Mismatch at end: -2.10e-06 1/K
End stress, varying mismatch: -259.66 MPa
T_eff change, integrated reading: 0.278 K
Zero of straight line from end slope: 1725 K
Its error against T_eff: 427 K
Film 100 nm; wafer 700000 nm
Substrate biaxial modulus: 180000 MPa
Stress fraction lost to substrate: 2.75e-04
Growth stress assumed: 300 MPa
Growth stress surviving: 1.5e-13 MPa
log10(relaxation time/s) at end: 68.0
success
```
